# Gaussian-process forces: covariance from the energy kernel and curl-free mean, part 2

We predict forces from noisy data by placing a Gaussian process on the potential energy \(E(x)\), \(x\in\Omega\), with prior mean \(m\) and kernel \(k(x,x')\), and setting \(F_i=-\partial_iE\). This is the joint process; the componentwise process treats force components as unrelated functions. Here \(\partial_i\) acts on \(x\), \(\partial'_j\) on \(x'\), and \(F'_j=F_j(x')\). Units are eV and nm; two coordinates are written \((u,v)\).

**Assumption A**: \(m\) is continuously differentiable; \(\partial_ik\), \(\partial'_jk\) and \(\partial_i\partial'_jk\) exist and are continuous, including at \(x=x'\), and the order of the mixed derivative is immaterial. **Assumption B**: in addition, \(m\), \(k(\cdot,x')\) and \(\partial'_jk(\cdot,x')\) are twice continuously differentiable in \(x\).

Force covariances are \(\operatorname{Cov}[F_i,F'_j]=\partial_i\partial'_jk\). For \(k=\kappa(r)\), with \(d=x-x'\), \(r=|d|\) and \(g=-\kappa'(r)/r\), this equals

\[
\partial'_j(-g\,d_i)=-d_i\,\partial'_jg-g\,\partial'_jd_i
=\frac{g'}{r}d_id_j+g\,\delta_{ij}.
\tag{2}
\]

For the squared-exponential kernel \(k=\sigma^2e^{-r^2/2\ell^2}\), with \(\sigma=2\) eV and \(\ell=0.03\) nm in the example,

\[
\operatorname{Cov}[F_i(x),F_j(x')]
=k\left(\frac{\delta_{ij}}{\ell^2}-\frac{d_id_j}{\ell^4}\right),\qquad
\operatorname{Cov}[E(x),F_j(x')]=-\frac{d_j}{\ell^2}k .
\tag{3}
\]

Each datum \(y_a\) is an energy or force component \(t_a\), with prior mean \(\mu_a\), plus independent zero-mean Gaussian noise of covariance \(S\). Let \(K_{ab}=\operatorname{Cov}[t_a,t_b]\) and \(A=K+S\), assumed invertible.

**Lemma 4.** Let \(T\) be any energy or force component, with prior mean \(\mu_T\) and \(c_a=\operatorname{Cov}[T,t_a]\). Given the data, its mean is

\[
\hat T=\mu_T+\sum_ac_a\alpha_a,\qquad \alpha=A^{-1}(y-\mu).
\]

Its proof shows that \(Z=T-\mu_T-c^{\mathsf T}A^{-1}(y-\mu)\) is independent of the data. For \(T=E(x)\) we write \(c_a(x)\); for \(T=F_i(x)\) the covariance is \(-\partial_ic_a(x)\).

**Theorem 2.** Under Assumption A, the predicted mean energy and force satisfy

\[
\hat F_i(x)=-\partial_i\hat E(x),\qquad \oint\hat F\cdot dx=0
\]

for every piecewise smooth closed path in \(\Omega\). Under Assumption B, moreover, \(\partial_l\hat F_i=\partial_i\hat F_l\) at every point.

### One force datum

The simplest case shows what the energy kernel adds. Let a noiseless force \(f\) be known at the origin, with \(m=0\) and the squared-exponential kernel. There \(K=(\sigma^2/\ell^2)\,\mathbb 1\), so \(\alpha=f\ell^2/\sigma^2\). With \(d=x\), equation (3) gives

\[
\hat E=-(x\cdot f)\,e^{-r^2/2\ell^2},\qquad
\hat F=\left[f-\frac{x\,(x\cdot f)}{\ell^2}\right]e^{-r^2/2\ell^2}.
\]

Now give each component its own independent process, with the same variance \(\sigma^2/\ell^2\) and length \(\ell\). The prediction is \(\tilde F=f\,e^{-r^2/2\ell^2}\), and

\[
\partial_u\tilde F_v-\partial_v\tilde F_u=-\frac{uf_v-vf_u}{\ell^2}\,e^{-r^2/2\ell^2},
\]

which vanishes only where \(x\) is parallel to \(f\). Both predictions approach \(f\) for \(r\ll\ell\), and both return to the prior value zero for \(r\gg\ell\). They differ in how they return. Along the line through the origin parallel to \(f\), the componentwise force does the work

\[
|f|\int_{-\infty}^{\infty}e^{-s^2/2\ell^2}ds=\sqrt{2\pi}\,|f|\,\ell ,
\]

whereas a return path far from the origin costs nothing. The second term of \(\hat F\) reverses the force beyond \(r=\ell\) and cancels this work.

### Two coordinates of a hafnia cell

The example describes uniform reversal in a 12-atom cell, with four formula units of HfO₂. Coordinate \(u\) is a common shift of the four polar oxygens, and \(v\) is a nonpolar shift of the other four. With \(w=u/u_0\), the model energy per cell is

\[
E=E_b(w^2-1)^2+\tfrac12\mathcal K\,(v-v_0w^2)^2 ,
\]

where \(E_b=0.4\) eV, \(u_0=0.045\) nm, \(v_0=0.02\) nm and \(\mathcal K=1600\) eV/nm². The minima are at \((\pm u_0,v_0)\) with energy zero, and the saddle at the origin has energy \(E_b\).

The forces are known on a grid of five values of \(u\) from \(-0.055\) to 0.055 nm and three values of \(v\) from \(-0.015\) to 0.035 nm, with noise of 0.1 eV/nm. The grid spacings, 0.0275 and 0.025 nm, are close to \(\ell\), so the data are sparse on the scale of this kernel. The values of \(\sigma\) and \(\ell\) were chosen by hand, not fitted to the data. The joint process also receives the energy of one minimum, with noise of 1 meV. The prior mean is \(m=0\). The energy datum fixes the zero of energy, since adding a constant to \(E\) changes no force. Because energies and forces are correlated, it also enters the predicted forces. The effect on the barrier defined below is small: omitting the datum changes 0.359 eV to 0.363 eV, and shifting its value by 1 eV moves the barrier by about 2 meV.

In the comparisons below, the barrier means the energy difference between two fixed points, the model's minimum \((u_0,v_0)\) and its saddle at the origin. The joint process gives 0.359 eV for it, with a posterior standard deviation of 0.073 eV. The model value of 0.400 eV lies 0.041 eV higher, or 0.6 standard deviations. Integration of the predicted force along the straight path and along the path through \((u_0,0)\) gives this same value, as Theorem 2 requires.

The predicted surface also has stationary points of its own. Its minimum on this side lies near \((0.033,0.010)\) nm, 0.20 eV below the predicted energy at \((u_0,v_0)\), and the barrier measured from there to its own saddle is 0.54 eV. With this kernel the data do not locate the minimum well. Part of the spurious depth comes from the energy datum: without it the depth is 0.13 eV instead of 0.20 eV.

The componentwise process gives 0.4317 eV and 0.3555 eV. If a system climbs by the corner path and descends by the straight one, these forces do the net work

\[
-0.3555+0.4317=0.076\ \text{eV}.
\]

The triangle enclosed has area \(\tfrac12(0.045)(0.02)=4.5\times10^{-4}\) nm². By Stokes' theorem, the magnitude of the mean curl over it is \(0.0763/(4.5\times10^{-4})\simeq170\) eV/nm².

The straight-path value from the componentwise process, in error by 0.032 eV, is closer to the model barrier than the joint prediction. Being conservative does not guarantee a smaller error in each quantity. It guarantees that the answer does not depend on the path, so that an energy difference between two points is defined at all.

A second comparison uses an ellipse centred at \((0.0225,0.010)\) nm with semi-axes 0.0225 and 0.015 nm, traversed counterclockwise. The loop work is \(2\times10^{-15}\) eV for the joint process, which is rounding error, and \(-89\) meV for the componentwise one. Traversed in the opposite sense, the latter field delivers 89 meV per turn, or 2.9 times the thermal energy of 31 meV at 358 K. How much energy a simulation would gain depends on how often its trajectories encircle such regions, which this static calculation does not determine.

### Data that are not conservative

Theorem 2 makes no assumption about the data. To show this, a swirling force \(s(-v,u)\) with \(s=200\) eV/nm² was added to the training forces. Its curl is \(2s\), so its own work round the ellipse is

\[
2s\,\pi(0.0225)(0.015)=0.424\ \text{eV}.
\]

The joint process trained on these forces still has zero loop work, to within \(2\times10^{-13}\) eV. The componentwise process gives 0.405 eV. The closeness to 0.424 eV is partly accidental. Its prediction is linear in the data, so the swirl alone contributes \(0.405-(-0.089)=0.493\) eV, which is 16% above the true swirl work; the loop error already present, \(-0.089\) eV, more than cancels the excess of 0.069 eV.

A conservative prediction is therefore no evidence that the training forces were sound. Nor need the fit residuals reveal the fault. Since \((K+S)\alpha=y-\mu\), and the prediction at the training points is \(\mu+K\alpha\), the residual is \(y-\hat t=S\alpha\). When the data are sparse and the assumed noise is small, a flexible kernel can pass close to forces that no potential produced. Here the force residuals of the swirling data stay below the assumed noise of 0.1 eV/nm.

A more searching test omits each datum in turn and predicts it from the others. For independent noise, the error is \(\alpha_a/(A^{-1})_{aa}\), and its predicted standard deviation is \([(A^{-1})_{aa}]^{-1/2}\). For the original data every omitted force component is predicted to within its standard deviation, and the single energy to within about two; for the swirling data the force errors are typically several times larger than predicted. Errors of that size indicate that the data conflict with the model, though not whether the forces or the kernel are at fault.

### A kernel of limited smoothness

The Matérn-3/2 kernel separates the two parts of Theorem 2. It is

\[
\kappa=\sigma^2(1+ar)e^{-ar},\qquad a=\sqrt3/\ell .
\]

Differentiation gives \(\kappa'=\sigma^2[a-a(1+ar)]e^{-ar}=-\sigma^2a^2r\,e^{-ar}\). Hence \(g=\sigma^2a^2e^{-ar}\), and equation (2) becomes

\[
\operatorname{Cov}[F_i,F'_j]=\sigma^2a^2e^{-ar}\left(\delta_{ij}-a\,\frac{d_id_j}{r}\right).
\]

The second term is at most of order \(ar\), so the covariance is continuous at \(r=0\) and Assumption A holds. Assumption B fails at force data. Moving along \(u\) away from such a datum, \(d=(s,0)\), the \(vu\) covariance vanishes and the \(vv\) covariance is \(\sigma^2a^2e^{-a|s|}\). Its slope is \(-\sigma^2a^3\) for \(s\to0^+\) and \(+\sigma^2a^3\) for \(s\to0^-\). The other data contribute smoothly there, so \(\partial_u\hat F_v\) jumps by \(-2\sigma^2a^3\alpha_v\), where \(\alpha_v\) is the coefficient of that datum's \(v\) component.

At the training point \((0,0.010)\) nm this formula gives 723 eV/nm², and one-sided differences of the predicted force give the same. The partial derivatives that define the pointwise curl do not exist at this point, although the work round any small loop about it is zero. The work round the ellipse, which passes through the point, must also vanish. A sum over 4000 points gives \(7\times10^{-8}\) eV.

### Remaining uncertainty

**Proposition.** Under Assumption A, the force covariance given the data is the mixed second derivative of the energy covariance given the data.

*Proof.* The variable \(Z\) of Lemma 4 is independent of the data, so its covariances are the posterior ones. For energies they are

\[
\tilde k(x,x')=k(x,x')-c(x)^{\mathsf T}A^{-1}c(x').
\]

For forces, \(c(x)\) is replaced by \(-\partial_ic(x)\) and \(c(x')\) by \(-\partial'_jc(x')\). The two minus signs cancel, leaving \(\partial_i\partial'_jk-(\partial_ic)^{\mathsf T}A^{-1}(\partial'_jc)=\partial_i\partial'_j\tilde k\). \(\square\)

Between \((0.014,-0.002)\) and \((0.020,0.004)\) nm, the posterior \(uu\) and \(vv\) covariances are 68 and 42 eV²/nm². The \(uv\) and \(vu\) entries are 4.2 and 5.4 eV²/nm²; they differ because the data destroy the translational symmetry of the prior. Differences of \(\tilde k\) reproduce all four entries to \(5\times10^{-5}\) eV²/nm².

### Relation to real hafnia capacitors

The parameters are rough round values in the regime of ferroelectric orthorhombic hafnia. With an effective charge of magnitude 2.5 e per polar oxygen and a cell volume of 0.135 nm³, the polarization is \(4(2.5)(0.045)/0.135=3.33\) e/nm², or 53 µC/cm², a reasonable size for this phase. The switching field is not. Along the valley \(v=v_0w^2\) the restoring force is \(4E_b(w-w^3)/u_0\), largest at \(w=1/\sqrt3\), where it equals \(8E_b/(3\sqrt3\,u_0)=13.7\) eV/nm. Divided by the total charge of 10 e, this is 1.37 V/nm, or 13.7 MV/cm. That exceeds a rough breakdown field of 4 MV/cm by a factor of 3.4, and the roughly 1 MV/cm at which real films switch by a factor of more than ten. The main assumption that real devices break is uniform reversal: they switch by nucleation and motion of domain walls. The estimate also leaves out thermal activation and defects, and it scales with the rough value of \(E_b\).

Other omissions can be sized for the same cell:

- An applied field of 3 MV/cm, or 0.3 V/nm, separates the two minima by \(2(10)(0.045)(0.3)=0.27\) eV, comparable with the barrier. Its energy is linear in \(u\) and can be added to \(m\), so the force remains conservative.
- A 0.5 nm dead layer on a 10 nm film, both of relative permittivity 30 and between short-circuited electrodes, produces a depolarizing field. Continuity of displacement and zero total voltage give its magnitude as \(P(0.5)/[30\,\epsilon_0(10.5)]\), about 1.0 MV/cm.
- Harmonic zero-point motion, with the mass of four oxygens for each coordinate, changes the barrier by \(\tfrac12(32.3-20.9-49.7)=-19\) meV.
- The unstable mode at the saddle has \(\hbar|\omega|=22.7\) meV. The crossover temperature \(\hbar|\omega|/(2\pi k_B)\) is 42 K. For a parabolic barrier, crossing at this temperature is almost entirely by tunnelling, and at twice this temperature about half of it still is. Both temperatures are far below an operating temperature of 358 K.

With \(\sigma=2\) eV and \(\ell=0.03\) nm, the posterior uncertainty of the energy difference between the model's minimum and saddle, 73 meV, is larger than the zero-point shift and smaller than the effect of the applied field. This number depends on the kernel as much as on the data. A coarse scan of the marginal likelihood of the same data favours \(\sigma\approx27\) eV and \(\ell\approx0.10\) nm, which give \(0.393\pm0.003\) eV, an uncertainty below the zero-point shift. Most of the values quoted are in the numerical output below.

## Table of computed values

```
kernel: sigma 2.0 eV, length 0.03 nm
noise: force 0.1 eV/nm, energy 0.001 eV
model: E_b 0.4 eV, u0 0.045 nm, v0 0.02 nm, K 1600.0 eV/nm^2
training: 15 force points, 1 energy at the well
training u (nm): [-0.055  -0.0275  0.      0.0275  0.055 ]
training v (nm): [-0.015  0.01   0.035]
pair separation d (nm): [0.02 0.01]
k at this pair: 3.0299 eV^2
Cov[E,F'] (eV^2/nm): [-67.33  -33.665]
Cov[F,E'] (eV^2/nm): [67.33  33.665]
Cov[F,F'] row u (eV^2/nm^2): [1870.28 -748.11]
Cov[F,F'] row v (eV^2/nm^2): [-748.11 2992.45]
largest error against random functions: 1.4e-12 (same units)
prior force standard deviation: 66.667 eV/nm
quotient gaps (nm): [0.001  0.0001]
quotient variance, smooth kernel (eV^2/nm^2): [4443.21 4444.43]
same, exponential kernel (eV^2/nm^2): [ 262271. 2662227.]
4-atom covariance, relative error: 1.3e-06
4-atom relative antisymmetric Jacobian: 8.9e-09
mean force minus numerical gradient: 3.8e-06 eV/nm
largest curl at 3 probes, joint: 1.8e-05 eV/nm^2
largest curl at 3 probes, componentwise: 60.463 eV/nm^2
loop centre (nm): [0.0225 0.01  ]  radii (nm): [0.0225 0.015 ]
loop work, joint: 2.0e-15 eV
loop work, componentwise: -88.570 meV
swirl rate: 200.0 eV/nm^2; its own loop work 0.4241 eV
swirl data, loop work, joint: -1.8e-13 eV
swirl data, loop work, componentwise: 0.4048 eV
Matern-3/2 loop work: 6.7e-08 eV
Matern jump of dF_v/du, numerical: 723.03 eV/nm^2
Matern jump of dF_v/du, formula: 723.05 eV/nm^2
posterior Cov[F,F'] row u (eV^2/nm^2): [68.3614  4.193 ]
posterior Cov[F,F'] row v (eV^2/nm^2): [ 5.4247 42.4749]
posterior pair (nm): [ 0.014 -0.002] [0.02  0.004]  error 5.2e-05 eV^2/nm^2
barrier, model: 0.4000 eV
barrier, joint mean energy: 0.3591 eV
barrier, posterior standard deviation: 0.0730 eV
joint barrier, straight and corner path (eV): [0.35909 0.35909]
componentwise barrier, same paths (eV): [0.43174 0.35546]
inputs: charge 2.5 e, 4 oxygens, volume 0.135 nm^3
polarization: 53.4 uC/cm^2
uniform switching field: 13.69 MV/cm
rough breakdown field (input): 4.0 MV/cm
well tilt at 3.0 MV/cm: 0.270 eV per cell
film 10.0 nm, dead layer 0.5 nm, permittivity 30.0
depolarizing field: 0.96 MV/cm
mode quanta at well (meV): [20.92 49.65]
mode quanta at saddle (meV, minus = unstable): [-22.72  32.33]
zero-point shift of barrier: -19.12 meV
tunnelling crossover temperature: 42.0 K
thermal energy at 358.0 K: 30.85 meV
componentwise loop work / thermal energy: 2.871
```
